# Kohn-Sham spin squared, the pair density and the Wang-Becke-Smith estimate: a numerical check

```python
# Under test (S^2 in hbar^2, M=(Na-Nb)/2, D=<S^2>-M(M+1), m=rho_a-rho_b):
#  any state:    D = Nb - X,  X = sum_pq <p_a^+ q_b^+ p_b q_a> (exchanged alpha-beta 2-RDM)
#  determinant:  D_det = Nb - sum|<i_a|j_b>|^2 = sum sin^2(theta_i)
#  uniform gas:  int gamma_a(s) gamma_b(s) d^3s = min(rho_a, rho_b)
#  Wang-Becke-Smith: D_wbs = int (rho_b-rho_a)_+ ; D_wbs <= sum sin(theta) <= sqrt(Nb D_det)
#  3-site Hubbard doublet: true D=0, exact Kohn-Sham D_det=m2^2, site analogue D_wbs=|m2|
import numpy as np
from functools import reduce
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import spherical_jn
from pyscf import gto, scf, dft, lib
from pyscf.fci import direct_spin1, spin_op, cistring
scf.hf.MUTE_CHKFILE = True
lib.num_threads(1)
rng = np.random.default_rng(1)

def angles(ovlp, nb):
    cos = np.clip(np.linalg.svd(ovlp, compute_uv=False), 0, 1)
    return nb - np.sum(ovlp**2), np.sum(np.sqrt(1 - cos**2))

# ---------- uniform gas ----------
def gamma(k, s):
    return k**2*spherical_jn(1, k*s)/(2*np.pi**2*s)
for s0 in (0.7, 3.1):
    ref = quad(lambda q: q*np.sin(q*s0)/s0, 0, 0.8)[0]/(2*np.pi**2)
    assert abs(ref - gamma(0.8, s0)) < 1e-12
s = np.linspace(1e-6, 4000.0, 400001)
print("gas: k in 1/bohr, densities in 1/bohr^3")
for ka, kb in ((1.0, 0.8), (0.5, 0.8)):
    val = simpson(4*np.pi*s**2*gamma(ka, s)*gamma(kb, s), x=s)
    ra, rb = ka**3/(6*np.pi**2), kb**3/(6*np.pi**2)
    assert abs(val/min(ra, rb) - 1) < 1e-5
    print(f" ka={ka} kb={kb} rho_a={ra:.6f} rho_b={rb:.6f} quadrature={val:.6f}")

# ---------- displaced 1D harmonic traps ----------
x = np.linspace(-26, 26, 10401); dx = x[1] - x[0]
def oscillators(n, y):
    f = np.zeros((n, y.size))
    f[0] = np.pi**-0.25*np.exp(-y*y/2); f[1] = np.sqrt(2)*y*f[0]
    for j in range(2, n):
        f[j] = np.sqrt(2/j)*y*f[j-1] - np.sqrt((j-1)/j)*f[j-2]
    return f
def traps(n, d):
    a, b = oscillators(n, x - d), oscillators(n, x + d)
    det, ssum = angles(a @ b.T*dx, n)
    wbs = np.sum(np.maximum((b*b).sum(0) - (a*a).sum(0), 0))*dx
    assert wbs < ssum + 1e-4
    return det, wbs
print("1D traps (oscillator length units), N per spin, shifts +-d")
for n in (5, 20, 80):
    d = 0.5*np.sqrt(2*n); det, wbs = traps(n, d)
    print(f" N={n} d={d:.4f} D_det={det:.4f} D_wbs={wbs:.4f} ratio={det/wbs:.4f}")
assert abs(det/wbs - 1) < 0.03
(d1, w1), (d2, w2) = traps(5, 0.02), traps(5, 0.01)
assert abs(d1/d2 - 4) < 0.08 and abs(w1/w2 - 2) < 0.04 and w2 > 5*d2
print(f" N=5 d=0.02 D_det={d1:.6f} D_wbs={w1:.6f}")
print(f" N=5 d=0.01 D_det={d2:.6f} D_wbs={w2:.6f} ratios {d1/d2:.3f} {w1/w2:.3f}")

# ---------- bound on random lattice determinants ----------
for _ in range(300):
    A = np.linalg.qr(rng.normal(size=(9, 4)))[0]; B = np.linalg.qr(rng.normal(size=(9, 3)))[0]
    det, ssum = angles(A.T @ B, 3)
    wbs = np.maximum((B*B).sum(1) - (A*A).sum(1), 0).sum()
    assert wbs <= ssum + 1e-10 and ssum <= np.sqrt(3*det) + 1e-10

# ---------- three sites in Fock space (Jordan-Wigner) ----------
low, Z, I2 = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
c = [reduce(np.kron, [Z]*j + [low] + [I2]*(5-j)) for j in range(6)]
ca, cb = c[0::2], c[1::2]
na, nb = [o.T @ o for o in ca], [o.T @ o for o in cb]
Sp = sum(ca[i].T @ cb[i] for i in range(3))
Sx, Sy, Sz = (Sp + Sp.T)/2, (Sp - Sp.T)/2j, (sum(na) - sum(nb))/2
S2 = (Sx @ Sx + Sy @ Sy + Sz @ Sz).real
Xop = sum(ca[p].T @ cb[q].T @ cb[p] @ ca[q] for p in range(3) for q in range(3))
ev = lambda O, v: float(v @ O @ v)
vac = np.zeros(64); vac[0] = 1
sec = np.where((np.diag(sum(na)) == 2) & (np.diag(sum(nb)) == 1))[0]
v = np.zeros(64); v[sec] = rng.normal(size=sec.size); v /= np.linalg.norm(v)
assert abs(ev(S2, v) - (0.75 + 1 - ev(Xop, v))) < 1e-12 and abs(ev(S2, v) - 0.75) > 1e-3

pair = [(ca[0].T @ cb[2].T @ vac + g*ca[2].T @ cb[0].T @ vac)/np.sqrt(2) for g in (1, -1)]
nall = na + nb
diag = [np.array([[ev(p @ q, u) for q in nall] for p in nall]) for u in pair]
assert np.abs(diag[0] - diag[1]).max() < 1e-14
assert abs(ev(S2, pair[0])) < 1e-12 and abs(ev(S2, pair[1]) - 2) < 1e-12
print("two non-overlapping orbitals, M=0")
print(f" max difference of diagonal pair densities={np.abs(diag[0]-diag[1]).max():.1e}")
for u in pair:
    print(f" X={ev(Xop, u):+.4f} S2={abs(ev(S2, u)):.4f}")

hop = -(np.eye(3, k=1) + np.eye(3, k=-1))
def ks_orbitals(vmid, n):
    return np.linalg.eigh(hop + np.diag([0, vmid, 0]))[1][:, :n]
print("Hubbard chain, 3 sites, Na=2 Nb=1, energies in t")
for U in (1.0, 4.0, 200.0):
    H = sum(hop[i, j]*(ca[i].T @ ca[j] + cb[i].T @ cb[j]) for i in range(3) for j in range(3))
    H = H + U*sum(na[i] @ nb[i] for i in range(3))
    e, w = np.linalg.eigh(H[np.ix_(sec, sec)])
    g = np.zeros(64); g[sec] = w[:, 0]
    da, db = np.array([ev(o, g) for o in na]), np.array([ev(o, g) for o in nb])
    m = da - db
    assert e[1] - e[0] > 1e-3 and abs(ev(S2, g) - 0.75) < 1e-9 and m[1] < -1e-3
    assert np.abs(da + db - 1).max() < 1e-9 and abs(ev(Xop, g) - 1) < 1e-9
    va = brentq(lambda y: (ks_orbitals(y, 2)[1]**2).sum() - da[1], -50, 50, xtol=1e-13)
    vb = brentq(lambda y: (ks_orbitals(y, 1)[1]**2).sum() - db[1], -50, 50, xtol=1e-13)
    A, B = ks_orbitals(va, 2), ks_orbitals(vb, 1)
    phi = vac
    for orb, ops in ((B[:, 0], cb), (A[:, 1], ca), (A[:, 0], ca)):
        phi = sum(orb[i]*ops[i].T for i in range(3)) @ phi
    assert max(abs(ev(na[i], phi) - da[i]) + abs(ev(nb[i], phi) - db[i]) for i in range(3)) < 1e-9
    d_def = ev(S2, phi) - 0.75
    assert abs(d_def - angles(A.T @ B, 1)[0]) < 1e-10 and abs(d_def - m[1]**2) < 1e-9
    wbs = np.maximum(-m, 0).sum()
    print(f" U={U:g} E0={e[0]:.5f} S2_true={ev(S2, g):.5f} X_true={ev(Xop, g):.5f}")
    print(f"  n_a={np.round(da, 5)} n_b={np.round(db, 5)}")
    print(f"  m1={m[0]:.5f} m2={m[1]:.5f} v_a(mid)={va:+.5f} v_b(mid)={vb:+.5f}")
    print(f"  D_det={d_def:.5f} S2_det={0.75+d_def:.5f} D_wbs={wbs:.5f} S2_wbs={0.75+wbs:.5f}")
assert abs(m[1] + 1/3) < 2e-3

# ---------- H6 ring, STO-3G ----------
def ring(R):
    at = [("H", (R*np.cos(k*np.pi/3), R*np.sin(k*np.pi/3), 0)) for k in range(6)]
    return gto.M(atom=at, basis="sto-3g", unit="Angstrom", verbose=0)
def s2_operator(ci, ne):
    return float(np.vdot(ci, spin_op.contract_ss(ci, 6, ne)))
def traces(ci, ne):
    (g1a, g1b), (_, gab, _) = direct_spin1.make_rdm12s(ci, 6, ne)
    return g1a - g1b, np.einsum("ppqq", gab), np.einsum("pqqp", gab)
ci = rng.normal(size=(15, 15)); ci /= np.linalg.norm(ci)
assert abs(s2_operator(ci, (4, 2)) - (2 + 2 - traces(ci, (4, 2))[2])) < 1e-10

mol = ring(2.0)
se, sv = np.linalg.eigh(mol.intor("int1e_ovlp")); L = sv @ np.diag(se**-0.5) @ sv.T
h1 = L @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ L
eri = np.einsum("abcd,ap,bq,cr,ds->pqrs", mol.intor("int2e"), L, L, L, L, optimize=True)
h2 = direct_spin1.absorb_h1e(h1, eri, 6, (3, 3), 0.5)
Hf = np.array([direct_spin1.contract_2e(h2, u.reshape(20, 20).copy(), 6, (3, 3)).ravel()
               for u in np.eye(400)])
e, w = np.linalg.eigh((Hf + Hf.T)/2)
states = [np.ascontiguousarray(w[:, k].reshape(20, 20)) for k in range(6)]
kt = [k for k in range(6) if abs(s2_operator(states[k], (3, 3)) - 2) < 1e-7][0]
print("H6 ring side 2.0 Angstrom, FCI/STO-3G, M=0, energies in hartree")
for name, k, target in (("ground", 0, 0.0), ("triplet", kt, 2.0)):
    sd, tdiag, X = traces(states[k], (3, 3)); s2 = s2_operator(states[k], (3, 3))
    assert abs(s2 - target) < 1e-7 and abs(s2 - (3 - X)) < 1e-9
    assert np.abs(sd).max() < 1e-7 and abs(tdiag - 9) < 1e-9
    print(f" {name}: E={e[k]+mol.energy_nuc():.6f} S2={abs(s2):.4f} X={X:.4f}")
    print(f"  diagonal trace={tdiag:.4f} max|spin density matrix|={np.abs(sd).max():.0e}")

def wbs_grid(mol, dm, level):
    gr = dft.gen_grid.Grids(mol); gr.level = level; gr.build()
    ao = dft.numint.eval_ao(mol, gr.coords)
    mm = np.einsum("gp,gp->g", ao @ (dm[0] - dm[1]), ao)
    return float(gr.weights @ np.maximum(-mm, 0))
occ = np.array(cistring.gen_occslst(range(6), 3))
print("broken-symmetry UKS-PBE/STO-3G, M=0")
for R in (2.0, 2.5, 3.0):
    mol = ring(R); S = mol.intor("int1e_ovlp")
    mf = dft.UKS(mol); mf.xc = "pbe,pbe"; mf.max_cycle = 150; mf.conv_tol = 1e-9
    mf.kernel(dm0=np.array([np.diag([1., 0]*3), np.diag([0, 1.]*3)]))
    assert mf.converged
    Ca, Cb = mf.mo_coeff[0][:, mf.mo_occ[0] > 0], mf.mo_coeff[1][:, mf.mo_occ[1] > 0]
    det, ssum = angles(Ca.T @ S @ Cb, 3)
    se, sv = np.linalg.eigh(S); half = sv @ np.diag(se**0.5) @ sv.T
    amp = [np.array([np.linalg.det((half @ C)[o]) for o in occ]) for C in (Ca, Cb)]
    assert abs(s2_operator(np.outer(amp[0], amp[1]), (3, 3)) - det) < 1e-8
    dm = mf.make_rdm1(); wbs = wbs_grid(mol, dm, 5)
    # the integrand has kinks on the m=0 surfaces, so grid accuracy is only a few 1e-3
    assert wbs < ssum + 5e-3 and ssum <= np.sqrt(3*det) + 1e-9
    print(f" R={R} A E={mf.e_tot:.6f} hartree S2_det={det:.4f} S2_wbs={wbs:.4f}")
    print(f"  sum sin(theta)={ssum:.4f} lower bound D_wbs^2/Nb={wbs**2/3:.4f}")
    if R == 2.0:
        coarse = wbs_grid(mol, dm, 3)
        assert abs(coarse - wbs) < 1e-2
        rk = dft.RKS(mol); rk.xc = "pbe,pbe"; rk.max_cycle = 150; rk.kernel()
        assert rk.converged and mf.e_tot < rk.e_tot + 1e-6
        print(f"  S2_wbs coarser grid={coarse:.4f}; RKS-PBE E={rk.e_tot:.6f} hartree")
    else:
        assert det > 1 and wbs > 1
assert det > 2.5 and wbs > 2.5
print("checks complete")
```

Running it gives:

```
gas: k in 1/bohr, densities in 1/bohr^3
 ka=1.0 kb=0.8 rho_a=0.016887 rho_b=0.008646 quadrature=0.008646
 ka=0.5 kb=0.8 rho_a=0.002111 rho_b=0.008646 quadrature=0.002111
1D traps (oscillator length units), N per spin, shifts +-d
 N=5 d=1.5811 D_det=3.0406 D_wbs=3.0426 ratio=0.9993
 N=20 d=3.1623 D_det=12.1769 D_wbs=12.1778 ratio=0.9999
 N=80 d=6.3246 D_det=48.7205 D_wbs=48.7194 ratio=1.0000
 N=5 d=0.02 D_det=0.003992 D_wbs=0.051090
 N=5 d=0.01 D_det=0.001000 D_wbs=0.025562 ratios 3.994 1.999
two non-overlapping orbitals, M=0
 max difference of diagonal pair densities=0.0e+00
 X=+1.0000 S2=0.0000
 X=-1.0000 S2=2.0000
Hubbard chain, 3 sites, Na=2 Nb=1, energies in t
 U=1 E0=-2.26354 S2_true=0.75000 X_true=1.00000
  n_a=[0.77147 0.45706 0.77147] n_b=[0.22853 0.54294 0.22853]
  m1=0.54294 m2=-0.08588 v_a(mid)=+0.24380 v_b(mid)=-0.24380
  D_det=0.00737 S2_det=0.75737 D_wbs=0.08588 S2_wbs=0.83588
 U=4 E0=-1.23607 S2_true=0.75000 X_true=1.00000
  n_a=[0.8118  0.37639 0.8118 ] n_b=[0.1882  0.62361 0.1882 ]
  m1=0.62361 m2=-0.24721 v_a(mid)=+0.72162 v_b(mid)=-0.72162
  D_det=0.06111 S2_det=0.81111 D_wbs=0.24721 S2_wbs=0.99721
 U=200 E0=-0.03000 S2_true=0.75000 X_true=1.00000
  n_a=[0.83332 0.33336 0.83332] n_b=[0.16668 0.66664 0.16668]
  m1=0.66664 m2=-0.33328 v_a(mid)=+0.99983 v_b(mid)=-0.99983
  D_det=0.11108 S2_det=0.86108 D_wbs=0.33328 S2_wbs=1.08328
H6 ring side 2.0 Angstrom, FCI/STO-3G, M=0, energies in hartree
 ground: E=-2.851786 S2=0.0000 X=3.0000
  diagonal trace=9.0000 max|spin density matrix|=1e-14
 triplet: E=-2.834576 S2=2.0000 X=1.0000
  diagonal trace=9.0000 max|spin density matrix|=3e-14
broken-symmetry UKS-PBE/STO-3G, M=0
 R=2.0 A E=-2.855593 hartree S2_det=1.9474 S2_wbs=2.2835
  sum sin(theta)=2.3973 lower bound D_wbs^2/Nb=1.7381
  S2_wbs coarser grid=2.2835; RKS-PBE E=-2.809588 hartree
 R=2.5 A E=-2.796912 hartree S2_det=2.8489 S2_wbs=2.8634
  sum sin(theta)=2.9230 lower bound D_wbs^2/Nb=2.7330
 R=3.0 A E=-2.787652 hartree S2_det=2.9832 S2_wbs=2.9683
  sum sin(theta)=2.9916 lower bound D_wbs^2/Nb=2.9370
checks complete
```
